# Koopmans and restricted open-shell delta-SCF ionization energies of stannane

## Problem

Stannane, SnH₄, forms in extreme-ultraviolet lithography tools when hydrogen removes tin deposits from mirrors. Treat one isolated molecule as a regular tetrahedron with a Sn–H length of 1.71 Å, a rough typical value. Use the def2-TZVP basis, with an effective core potential replacing 28 tin core electrons. The remaining 26 electrons fill 13 spatial orbitals in pairs.

1. Show that Koopmans' ionization energy is the energy needed to remove one electron while all orbitals stay frozen, and evaluate it.
2. Show that restricted open-shell Hartree–Fock (ROHF) relaxation of the ion cannot raise this value. State the conditions.
3. Decide whether the relaxation energy is strictly positive.
4. Evaluate the delta-SCF ionization energy at the neutral geometry, and judge what the number means.

Ionization energies are positive and given in eV; total energies are in hartree. The nuclei, basis and Hamiltonian are the same for molecule and ion unless stated otherwise.

## Hints

**Hint 1.** Write the energy of a determinant in terms of its two spin densities. Remove the density of one spin-down electron and keep the quadratic terms.

**Hint 2.** Ask whether the frozen ion belongs to the set of determinants over which ROHF minimizes.

**Hint 3.** A trial function that is not stationary can be improved by a small rotation. Find the field that the missing electron leaves behind.

**Hint 4.** The highest occupied level is threefold degenerate. Try more than one orientation of the hole.

## Solution

### 1. The frozen ion

Let \(D_\alpha\) and \(D_\beta\) be the density matrices of the two spins, \(D=D_\alpha+D_\beta\), and \(H\) the one-electron matrix, which includes the core potential. For real orbitals, a single determinant has the energy

\[
E=E_{\rm nuc}+{\rm tr}(HD)+\tfrac12{\rm tr}(D\,J[D])-\tfrac12\sum_{s=\alpha,\beta}{\rm tr}(D_sK[D_s]).
\]

Here \(J\) and \(K\) are the Coulomb and exchange matrices. Both are linear in their argument and symmetric, in the sense that \({\rm tr}(A\,J[B])={\rm tr}(B\,J[A])\), and likewise for \(K\).

In the closed-shell molecule \(D_\alpha=D_\beta=D/2\). The canonical orbitals satisfy \(F\phi_i=\varepsilon_i\phi_i\) in an orthonormal basis, with

\[
F=H+J[D]-K[D_\beta].
\]

Remove a spin-down electron from orbital \(h\), whose density is \(P=hh^{T}\). Then \(D\to D-P\) and \(D_\beta\to D_\beta-P\), while \(D_\alpha\) is unchanged. The Coulomb term changes by

\[
\tfrac12{\rm tr}\big((D-P)J[D-P]\big)-\tfrac12{\rm tr}(DJ[D])
=-{\rm tr}(PJ[D])+\tfrac12{\rm tr}(PJ[P]),
\]

because the two cross terms are equal. The exchange term, with its overall minus sign, changes by

\[
+{\rm tr}(PK[D_\beta])-\tfrac12{\rm tr}(PK[P]).
\]

Adding the one-electron change \(-{\rm tr}(HP)\) gives

\[
E_{\rm frozen}-E_{\rm RHF}
=-{\rm tr}(PF)+\tfrac12\{{\rm tr}(PJ[P])-{\rm tr}(PK[P])\}.
\]

Both traces in the braces equal the integral \((hh|hh)\), the repulsion of the orbital density with itself. They cancel, and \({\rm tr}(PF)=h^TFh=\varepsilon_h\). Therefore

\[
I_{\rm K}=E_{\rm frozen}-E_{\rm RHF}=-\varepsilon_h .
\]

Within Hartree–Fock this is an identity for the frozen ion. The approximation lies in taking the frozen ion for the real one.

The smallest \(-\varepsilon_h\) belongs to the highest occupied level. In stannane this is a \(t_2\) set of three orbitals that transform like \(x,y,z\). Any normalized real combination of them is again an eigenvector of \(F\) with the same eigenvalue, so the frozen energy does not depend on the orientation of the hole.

The calculation gives \(\varepsilon_h=-0.44701842\) hartree, hence

\[
I_{\rm K}=0.44701842\times27.211386\ {\rm eV}=12.164\ {\rm eV}.
\]

The energy expression, evaluated separately for the frozen ion, gives

\[
-215.19657050-(-215.64358893)=0.44701843\ {\rm hartree},
\]

which agrees to within rounding of the last digit.

### 2. The variational inequality

An ROHF determinant for this ion has 12 doubly occupied spatial orbitals and one singly occupied orbital. The frozen ion has this form: its doubly occupied orbitals are the 12 untouched ones, and \(h\) keeps its spin-up electron. It is also a proper spin doublet, since the paired electrons contribute no net spin. It is therefore one of the trial functions over which ROHF minimizes:

\[
E_{\rm ROHF}=\min E\le E_{\rm frozen}.
\]

Subtracting the same number \(E_{\rm RHF}\) from both sides preserves the inequality:

\[
I_{\Delta{\rm SCF}}=E_{\rm ROHF}-E_{\rm RHF}\le I_{\rm K}.
\]

With the relaxation energy \(E_{\rm relax}=E_{\rm frozen}-E_{\rm ROHF}\ge0\), this reads \(I_{\Delta{\rm SCF}}=I_{\rm K}-E_{\rm relax}\).

The argument needs the minimum, or at least a solution reached by going downhill from the frozen ion. A self-consistent solution may instead be a higher stationary point, to which the inequality does not apply. It also does not follow if the ion is given a smaller basis or different nuclear positions, because the frozen determinant may then no longer be an available trial function with the same energy.

The inequality orders two Hartree–Fock numbers. It does not place the true ionization energy above or below either of them, since the electron correlation of molecule and ion is missing from both.

### 3. Why the inequality is strict here

For a small change of the densities, the linearity and symmetry of \(J\) and \(K\) give

\[
\delta E=\sum_s{\rm tr}(F_s\,\delta D_s),\qquad F_s=H+J[D]-K[D_s].
\]

In the frozen ion the total density has lost \(P\), and so has the spin-down density. With \(J_h=J[P]\) and \(K_h=K[P]\),

\[
F_\alpha=F-J_h,\qquad F_\beta=F-J_h+K_h .
\]

The term \(-J_h\) is the attraction of the hole, felt by both spins. The term \(+K_h\) appears because spin-down electrons have lost an exchange partner.

Rotate a doubly occupied orbital \(i\) towards an empty orbital \(a\): \(\phi_i\to\phi_i\cos\theta+\phi_a\sin\theta\). To first order, each spin density changes by \(\theta(\phi_i\phi_a^T+\phi_a\phi_i^T)\). Since \(F_s\) is symmetric and \(F_{ai}=0\),

\[
\frac{dE}{d\theta}\bigg|_0=2(F_\alpha+F_\beta)_{ai}
=-4(ai|hh)+2(ah|hi).
\]

The singly occupied orbital contributes through spin up alone:

\[
\frac{dE}{d\theta}\bigg|_0=2(F_\alpha)_{ah}=-2(ah|hh).
\]

There remains the rotation of a doubly occupied \(i\) into \(h\). Both are occupied for spin up, so that density does not change. For spin down,

\[
\frac{dE}{d\theta}\bigg|_0=2(F-J_h+K_h)_{hi}
=-2(hi|hh)+2(hh|hi)=0 .
\]

Relaxation thus starts by mixing occupied with empty orbitals: the remaining electrons begin to screen the hole. If any of these derivatives is nonzero, a small rotation of the right sign lowers the energy, and \(E_{\rm relax}>0\).

For a hole along the cube diagonal 111, with the hydrogens on alternate cube corners, the gradient has norm \(g=0.467711\) hartree/rad. A finite-difference derivative of the energy along the normalized downhill rotation gives \(-0.467711\) hartree/rad, as it should. The inequality is therefore strict for stannane in this basis.

The vanishing derivative was also tested. For \(i\) equal to the valence \(a_1\) orbital, the integral \((hi|hh)\) has magnitude 0.080135 hartree, so each of the two cancelling terms has magnitude 0.160270 hartree. The numerical slope is \(1.4\times10^{-10}\) hartree/rad in magnitude.

A quadratic model along one direction suggests what controls the size of the relaxation; its curvature is not evaluated here, so it is not compared with the computed relaxation energy. Along the downhill direction let

\[
E(t)\approx E_{\rm frozen}-gt+\tfrac12\kappa t^2,\qquad \kappa>0 .
\]

Setting \(dE/dt=-g+\kappa t=0\) gives \(t=g/\kappa\), and inserting this gives a lowering of \(g^2/(2\kappa)\). Within this model Koopmans' value becomes accurate as a Hartree–Fock energy difference when the hole's field mixes the orbitals weakly (small \(g\)) or when the orbitals are stiff (large \(\kappa\)). The model fails when relaxation leads far from the frozen ion.

### 4. The relaxed ion

The ion was relaxed from two starting holes, one along a cube axis (100) and one along a cube diagonal (111).

- From 100: \(E_{\rm ROHF}=-215.21174187\) hartree and \(I_{\Delta{\rm SCF}}=11.751\) eV.
- From 111: \(E_{\rm ROHF}=-215.24002198\) hartree and \(I_{\Delta{\rm SCF}}=10.982\) eV.

Both lie below 12.164 eV, as required. For the lower solution,

\[
I_{\Delta{\rm SCF}}=(215.64358893-215.24002198)\times27.211386\ {\rm eV}
=10.98\ {\rm eV},
\]

\[
E_{\rm relax}=12.164-10.982=1.182\ {\rm eV}.
\]

The 100 solution is a saddle point held by symmetry: in def2-SVP, a hole tilted slightly away from 100, or started in a general direction, relaxes to the 111 solution. The 111 solution has not been shown to be the global minimum. Its value moves from 11.02 eV in def2-SVP to 10.98 eV in def2-TZVP, so digits beyond the first decimal depend on the basis. A still lower one would reduce \(I_{\Delta{\rm SCF}}\) further and leave the inequality intact.

### 5. What the dependence on direction means

The two relaxed energies differ by 0.77 eV, although their frozen energies are equal. In a theory without spin–orbit coupling, the true \(t_2\)-hole state of the tetrahedral ion is threefold degenerate, and every linear combination of its three components has the same energy. The difference is therefore an artefact of the method, and correlation nearly removes it: in def2-SVP the gap between the 100 and 111 ions is 0.49 eV in unrestricted Hartree–Fock, 0.04 eV with CCSD and 0.02 eV with CCSD(T) built on those determinants. It comes from optimizing the orbitals separately for one chosen hole: in def2-SVP, with one tetrahedrally symmetric orbital set optimized for the average energy of the three holes, single determinants with the hole along 100, 111 or a general direction all give 11.755 eV.

Symmetry shows how the two cases can differ. Take the 100 hole along \(z\). A quarter turn about \(z\) followed by reflection in the \(xy\) plane maps the tetrahedron onto itself. It reverses the sign of this hole orbital and leaves the valence \(a_1\) orbital unchanged. As long as relaxation keeps this symmetry, the two cannot mix. The 111 hole points along a Sn–H bond, and both orbitals are unchanged by the rotations and reflections that preserve that bond. They may mix, and their combination can concentrate the hole on one bond.

The slope for this mixing vanishes in the frozen ion. By the argument of section 1, the rotation alone raises the energy, to \(-\varepsilon_h\cos^2\theta-\varepsilon_{a_1}\sin^2\theta\) above the neutral molecule, so it can set in only together with occupied–empty rotations. In def2-SVP, where the two solutions differ by 0.72 eV, the relaxed 111 hole has a Mulliken population of 0.72 on one hydrogen (0.47 in the frozen hole) but a valence \(a_1\) weight of only 0.02. With the rotations of doubly occupied orbitals into the hole switched off, about 0.56 eV of the difference remains. The hole does localize on one bond, but mixing with \(a_1\) is not the main source of the difference.

### 6. Comparison with a correlated calculation

A correlated reference was computed in the smaller def2-SVP basis with IP-EOM-CCSD. This method starts from the closed-shell molecule and treats the three hole states together. The tin 4s, 4p and 4d electrons were left uncorrelated, and triple excitations are absent. In that basis:

- Koopmans: 12.133 eV
- ROHF delta-SCF from the 100 hole: 11.744 eV
- unrestricted (UHF) delta-SCF, started from that ROHF solution: 11.438 eV
- IP-EOM-CCSD: 11.595 eV

UHF lets the two spins have different spatial orbitals. Its trial set contains every ROHF determinant, so its minimum cannot lie higher. The solution listed is not that minimum: it has \(\langle S^2\rangle=0.83\) and is unstable, and UHF started from the 111 hole gives 10.95 eV.

Relative to IP-EOM-CCSD, Koopmans' value is 0.54 eV too high and the 100 ROHF value 0.15 eV too high, while the UHF value is 0.16 eV too low. The sign of the remaining error thus depends on which relaxed determinant is used. Both of these determinants are saddle points; the lowest ROHF and UHF solutions found in this basis are 0.57 and 0.64 eV too low.

In def2-SVP the 111 ROHF solution gives 11.02 eV, 0.57 eV below the reference in the same basis. The change to def2-TZVP moves Koopmans' value by 0.03 eV and the 111 value by 0.04 eV, and it raises the IP-EOM-CCSD value by 0.10 eV to 11.69 eV, so the reference and the errors listed above are not converged in the basis. The def2-TZVP value is not converged either: with def2-SVP on tin, changing the hydrogen basis from def2-TZVP to def2-TZVPP raises IP-EOM-CCSD by a further 0.12 eV, while the Koopmans value moves by 0.002 eV. The def2-SVP reference is thus low by about two tenths of an eV or more. Triple excitations matter less: CCSD(T) energy differences between ion and molecule in def2-SVP give 11.55 to 11.56 eV, against 11.595 eV. In def2-SVP, the variationally lower ion gives an ionization energy about as far from the reference as Koopmans' value, on the other side; in def2-TZVP it is farther away, 0.71 eV below the reference, while Koopmans' value is 0.47 eV above it. This is no contradiction: the variational principle orders total energies of the ion, whereas an ionization energy is a difference in which the errors of molecule and ion need not cancel.

### 7. Stannane in a lithography tool

A photon of wavelength 13.5 nm carries 91.84 eV. If it removes a valence \(t_2\) electron and leaves the ion in the lower ROHF solution, the electron departs with

\[
91.84-10.98\approx81\ {\rm eV}.
\]

Koopmans' value would give about 1.2 eV less. The choice between the two methods moves the electron energy by about 1.5%, but the ionization energy itself by about 10%. The IP-EOM-CCSD value in def2-TZVP, 11.69 eV, gives about 80 eV. A photon of this energy can also remove a tin 4d electron; its Koopmans energy of about 36 eV in def2-SVP would leave about 56 eV, but this compact hole relaxes much more than the valence hole: an unrestricted delta-SCF calculation in the same basis gives about 32 eV and leaves about 60 eV. Stannane is a gas-phase by-product here. Metal-oxide resists are condensed films with other ligands, and their ionization energies cannot be read from this molecule.

The calculation also fixes the tetrahedron, a shape that the ion need not keep after ionization. A degenerate ion can lower its energy by distorting, which is the Jahn–Teller effect. Increasing the angle between each bond and the \(z\) axis from 54.74° to 66°, at fixed bond length, lowers the ROHF ion by 0.72 eV in def2-SVP, measured from the 100 solution. One trial geometry gives a lower estimate of the full lowering from that solution. It must not be subtracted from 10.98 eV, which belongs to the other solution and already lies 0.77 eV below the 100 value. In def2-SVP the tetrahedral 111 solution also lies 0.72 eV below the 100 solution, so the flattened ion is no lower than the best tetrahedral determinant, and this number does not fix the true Jahn–Teller gain.

Two other effects are much smaller than this lowering. In def2-SVP, lengthening all bonds by 0.02 Å changes Koopmans' energy by −0.048 eV. For spin–orbit coupling, take a p-shell model with a rough tin 5p constant of 0.3 eV. The frozen hole has a Mulliken tin p population of 0.367 (0.35 to 0.40 depending on basis and population scheme), and the upper level of the shell is raised by half the constant, so the lowest ionization energy falls by

\[
\tfrac12\times0.3\times0.367=0.055\ {\rm eV}.
\]

This model fixes only the order of magnitude: the spin–orbit part of a 28-electron tin core potential, taken to first order in the three frozen \(t_2\) orbitals in def2-SVP, gives about 0.07 eV. The thermal energy at 300 K is 0.026 eV, but zero-point motion of the hydrogens matters more. In a harmonic Hartree–Fock estimate in def2-SVP, the symmetric stretch has a root-mean-square amplitude of 0.045 Å, which spreads the Koopmans energy by about 0.1 eV, and the flattening bend has a root-mean-square angle of 2.4°, which spreads the Koopmans energy of the \(z\)-type orbital by about 0.25 eV. Given the spread between the determinants, quoting the physical ionization energy from these Hartree–Fock results to better than several tenths of an eV would not be justified.

## Variation 1: an electron from the valence \(a_1\) orbital

**Question.** Does the same argument hold for the deeper \(a_1\) level?

**Solution.** The identity of section 1 holds for any occupied canonical orbital. Here \(-\varepsilon_{a_1}=18.474\) eV, and the energy expression for the frozen \(a_1\) hole also gives 18.474 eV.

The variational step needs more care. An unrestricted search over all ROHF determinants may slide down to a \(t_2\)-type hole. Its minimum lies at or below the solution already found at 10.98 eV, so it no longer describes \(a_1\) ionization. To keep the intended state, restrict the search to determinants with full tetrahedral orbital symmetry and one hole in \(a_1\). The frozen ion belongs to this smaller set, so

\[
I_{\Delta{\rm SCF}}^{(a_1)}\le-\varepsilon_{a_1}=18.474\ {\rm eV}
\]

for the constrained minimum. The inequality survives because the constraint admits the frozen determinant.

## Variation 2: adding an electron

**Question.** In which direction does relaxation move the electron affinity \(A=E_N-E_{N+1}\)?

**Solution.** Put a spin-up electron into an empty canonical orbital \(a\), with density \(P=aa^T\). Now \(D\to D+P\) and \(D_\alpha\to D_\alpha+P\), so

\[
E_{N+1}^{\rm frozen}-E_N={\rm tr}(PF)+\tfrac12\{(aa|aa)-(aa|aa)\}=\varepsilon_a .
\]

The frozen affinity is therefore \(-\varepsilon_a\). Relaxation again lowers the energy of the open-shell system, but this energy now enters with a minus sign:

\[
A_{\Delta{\rm SCF}}=E_N-E_{N+1}^{\rm ROHF}\ge-\varepsilon_a .
\]

Relaxation cannot raise the ionization energy and cannot lower the electron affinity; both stay unchanged when the frozen determinant is already the minimum, as for H₂ in a minimal basis. A limiting case shows what the basis does. If \(\varepsilon_a>0\), the frozen affinity is negative. In a complete basis, however, the extra electron can be placed far away with as little kinetic energy as desired, so the lowest attainable \(E_{N+1}\) is no higher than \(E_N\), and \(A\ge0\). A negative delta-SCF affinity at the minimum in a finite basis therefore reflects the confinement of the electron by that basis.

The complete numerical output follows.

## Table of computed values

```
Sn-H bond length (rough input): 1.71 angstrom
Basis functions, def2-TZVP: 74
Basis functions, def2-SVP: 46
Electrons treated explicitly: 26
Hartree in eV: 27.211386 eV
Main results, def2-TZVP:
RHF energy of SnH4: -215.64358893 hartree
HOMO energy (t2): -0.44701842 hartree
Frozen-ion energy: -215.19657050 hartree
Koopmans ionization energy: 12.1640 eV
Koopmans energy of valence a1: 18.474 eV
Frozen-determinant a1 energy: 18.474 eV
ROHF ion energy, 100 hole: -215.21174187 hartree
Delta-SCF, 100 hole: 11.7512 eV
ROHF ion energy, 111 hole: -215.24002198 hartree
Delta-SCF, 111 hole: 10.9816 eV
Hole direction with lower ROHF energy: 111
Lower ROHF delta-SCF energy: 10.9816 eV
Orbital relaxation energy: 1.1824 eV
Frozen-ion gradient norm, 111 hole: 0.467711 hartree/rad
Finite-difference descent slope: -0.467711 hartree/rad
Integral (h a1|hh), magnitude: 0.080135 hartree
Slope for a1-hole mixing, magnitude: 1.4e-10 hartree/rad
Comparison in def2-SVP (delta-SCF with 100 hole):
Koopmans energy: 12.133 eV
ROHF delta-SCF energy: 11.744 eV
UHF delta-SCF energy: 11.438 eV
IP-EOM-CCSD energy: 11.595 eV
IP-EOM-CCSD minus UHF delta-SCF: 0.157 eV
Koopmans minus IP-EOM-CCSD: 0.538 eV
ROHF delta-SCF minus IP-EOM-CCSD: 0.149 eV
Koopmans shift for +0.02 angstrom: -0.048 eV
Tetrahedral bond angle from z: 54.74 degrees
Flattened bond angle from z: 66 degrees
Ion lowering by flattening: 0.719 eV
Other scales:
Koopmans change, SVP to TZVP: 0.031 eV
Tin p population of the hole: 0.367
Tin 5p spin-orbit constant (rough input): 0.3 eV
Spin-orbit lowering of ionization energy: 0.055 eV
Thermal energy at 300 K: 0.0259 eV
Photon energy at 13.5 nm: 91.84 eV
Photoelectron energy, delta-SCF: 80.86 eV
```
